# Crossed Andreev reflection and elastic cotunnelling in a three-terminal splitter

## Problem

A grounded s-wave superconductor S touches two separate electronic levels, L and R, at points a distance \(r\) apart. Each level \(j\) has energy \(\varepsilon_j\), two spin states, and a normal lead of its own. Lead R is grounded; lead L has voltage \(V_L\).

An electron entering from lead L can leave through lead R as an electron (elastic cotunnelling, probability \(T_{\rm ECT}\)) or as a hole (crossed Andreev reflection, probability \(T_{\rm CAR}\)).

1. Find both probabilities.
2. Find how each enters the nonlocal conductance \(G_{RL}=dI_R/dV_L\) at zero temperature.
3. Evaluate them for \(\varepsilon_L=20\) µeV and \(\varepsilon_R=\mp20\) µeV.

The electron charge is \(-e\), with \(e>0\). Currents count as positive from a lead into the device, and energies are measured from the chemical potential of S. The levels have no Coulomb repulsion and stay fixed when \(V_L\) changes. The leads have wide bands and give level \(j\) a width \(\gamma_j\); S would give it the width \(\Gamma_j\) if it were normal. Both \(|E|\) and \(\Gamma_j\) are far below the gap \(\Delta\).

The round model parameters are \(\Delta=1000\) µeV, Fermi energy 50 meV, \(k_Fr=8.5\), \(\Gamma_L=\Gamma_R=20\) µeV and \(\gamma_L=\gamma_R=\gamma=2.5\) µeV.

## First estimate by scaling

Tunnelling into S and back pairs electrons on one level with strength about \(\Gamma/2=10\) µeV. Between the contacts the wave spreads spherically, so the coupling of the levels is smaller by \(1/(k_Fr)\):
\[
\lambda\sim\frac{10}{8.5}\approx1.2\ \text{µeV}.
\]

Take two resonant levels with amplitudes \(a_L,a_R\), coupled by \(\lambda\) and each decaying through \(\gamma/2\). A unit incoming wave drives L with strength \(\sqrt\gamma\), a normalization derived below:
\[
\tfrac{i\gamma}{2}a_L-\lambda a_R=\sqrt\gamma,\qquad \tfrac{i\gamma}{2}a_R=\lambda a_L .
\]
Elimination of \(a_L\) gives \(a_R=-\sqrt\gamma\,\lambda/(\gamma^2/4+\lambda^2)\). The transmitted probability is
\[
\gamma|a_R|^2=\frac{\gamma^2\lambda^2}{(\gamma^2/4+\lambda^2)^2},
\]
which equals one at \(\lambda=\gamma/2=1.25\) µeV. The splitter is close to that point.

Local pairing mixes electron and hole states separated by \(2|\varepsilon|=40\) µeV, with a minority amplitude of about \(10/40\) and a weight of about \(1/16\). At positive energy the excitation on R is mainly electron-like for \(\varepsilon_R>0\) and hole-like for \(\varepsilon_R<0\). The favoured process should thus have probability near 1 and the other near 0.06.

## Exact solution

### Eliminating the superconductor

Use the vector \((d_{j\uparrow},d^\dagger_{j\downarrow})\) for each level, with components called e and h, and Pauli matrices \(\tau\) acting on it. In S the Hamiltonian is \(\xi_k\tau_z+\Delta\tau_x\), and real positive tunnel amplitudes \(v_j\) enter as \(v_j\tau_z\). With \(\Omega=\sqrt{\Delta^2-E^2}\), the propagator of S is
\[
g(r)=-\int\!\frac{d^3k}{(2\pi)^3}\,e^{i\mathbf k\cdot\mathbf r}\,\frac{E+\xi_k\tau_z+\Delta\tau_x}{\xi_k^2+\Omega^2}.
\]
The angular average of the exponential is \(\sin(kr)/(kr)\). Near the Fermi surface \(k=k_F+\xi/\hbar v_F\), and the density of states per spin \(N_0\) is constant. Expand \(\sin(kr)\) and use, with \(a=r/\hbar v_F\),
\[
\int\!\frac{\cos a\xi\,d\xi}{\xi^2+\Omega^2}=\frac{\pi e^{-a\Omega}}{\Omega},\qquad
\int\!\frac{\xi\sin a\xi\,d\xi}{\xi^2+\Omega^2}=\pi e^{-a\Omega}.
\]
Then
\[
g(r)=-\frac{\pi N_0e^{-a\Omega}}{k_Fr}\Big[\sin(k_Fr)\frac{E+\Delta\tau_x}{\Omega}+\cos(k_Fr)\,\tau_z\Big].
\]
At \(r=0\) the result is \(-\pi N_0(E+\Delta\tau_x)/\Omega\), plus a constant multiple of \(\tau_z\) that is absorbed in \(\varepsilon_j\).

The self-energy is \(v_iv_j\tau_zg\tau_z\), and \(\tau_z\tau_x\tau_z=-\tau_x\). With \(\Gamma_j=2\pi N_0v_j^2\) and \(|E|\ll\Delta\), it becomes a local pairing \(\Delta_j\tau_x\), \(\Delta_j=\Gamma_j/2\), and a nonlocal coupling \(W=t\tau_z+\kappa\tau_x\), where
\[
\kappa=\frac{\sqrt{\Gamma_L\Gamma_R}}{2}\,\frac{e^{-r/\xi_S}\sin k_Fr}{k_Fr},\qquad
t=-\frac{\sqrt{\Gamma_L\Gamma_R}}{2}\,\frac{e^{-r/\xi_S}\cos k_Fr}{k_Fr},
\]
and \(\xi_S=\hbar v_F/\Delta\).

### Scattering amplitudes

Unfold each lead into a one-way channel \(\psi(x)\), incoming for \(x<0\), coupled at \(x=0\) to the level component \(d\) with strength \(u\):
\[
E\psi=-i\hbar v\,\psi'+u\,\delta(x)\,d .
\]
Integration across \(x=0\) gives \(\psi_+=\psi_--iud/\hbar v\). The level feels the mean \(u(\psi_++\psi_-)/2=u\psi_--i(u^2/2\hbar v)d\). Set \(\gamma=u^2/\hbar v\) and \(a=\sqrt{\hbar v}\,\psi\). For all components together, with \(\gamma\) now a diagonal matrix and \(H\) the Hamiltonian of the two levels including \(\Delta_j\) and \(W\),
\[
(E-H+i\gamma/2)\,d=\sqrt\gamma\,a_-,\qquad a_+=a_--i\sqrt\gamma\,d .
\]
For holes \(u\) changes sign, which is absorbed in the hole amplitudes. The scattering matrix is therefore \(S=1-i\sqrt\gamma\,G\sqrt\gamma\), with \(G=(E-H+i\gamma/2)^{-1}\).

It is unitary. Since \(G^{-1}-(G^{-1})^\dagger=i\gamma\), we have \(G^\dagger-G=iG^\dagger\gamma G\), and
\[
S^\dagger S=1+\sqrt\gamma\,\big[i(G^\dagger-G)+G^\dagger\gamma G\big]\sqrt\gamma=1 .
\]

### Inverting the matrix

Let \(z_j=E+i\gamma_j/2\), \(B_j=\varepsilon_j\tau_z+\Delta_j\tau_x\) and \(A_j=z_j-B_j\). The L column of \(G\) obeys
\[
A_LG_{LL}-WG_{RL}=1,\qquad A_RG_{RL}=WG_{LL}.
\]
With \(w^2=t^2+\kappa^2\), \(W^2=w^2\) and so \(W^{-1}=W/w^2\). Eliminating \(G_{LL}=W^{-1}A_RG_{RL}\) gives
\[
G_{RL}=w^2\,(A_LWA_R-w^2W)^{-1}.
\]
The inverse of a 2×2 matrix is its adjugate divided by its determinant. The adjugate reverses products, turns \(A_j\) into \(\bar A_j=z_j+B_j\), and turns \(W\) into \(-W\). Because \(\det W=-w^2\), the determinant is \(-w^2D\), with \(D=\det(W^{-1}A_LWA_R-w^2)\). Hence
\[
G_{RL}=\frac{\bar A_RW\bar A_L-w^2W}{D}.
\]

For a 2×2 matrix \(X\), \(\det(X-w^2)=\det X-w^2\,\mathrm{tr}X+w^4\). Here \(\det X=P_LP_R\), with \(P_j=z_j^2-\varepsilon_j^2-\Delta_j^2\), and \(w^2\,\mathrm{tr}X=\mathrm{tr}(WA_LWA_R)\). Put \(s_j=t\varepsilon_j+\kappa\Delta_j\). From \(WB_L+B_LW=2s_L\) follows \(WB_LW=2s_LW-w^2B_L\), so
\[
\mathrm{tr}\big[(w^2z_L-2s_LW+w^2B_L)(z_R-B_R)\big]
=2w^2z_Lz_R+4s_Ls_R-2w^2(\varepsilon_L\varepsilon_R+\Delta_L\Delta_R),
\]
\[
D=P_LP_R-2w^2z_Lz_R-4s_Ls_R+2w^2(\varepsilon_L\varepsilon_R+\Delta_L\Delta_R)+w^4 .
\]

An incoming electron selects the first column of \(\bar A_L\), \((z_L+\varepsilon_L,\ \Delta_L)\). Multiplication by \(W\) gives
\[
\big(t(z_L+\varepsilon_L)+\kappa\Delta_L,\ \ \kappa(z_L+\varepsilon_L)-t\Delta_L\big).
\]
The rows of \(\bar A_R\) are \((z_R+\varepsilon_R,\Delta_R)\) for an outgoing electron and \((\Delta_R,z_R-\varepsilon_R)\) for an outgoing hole. Including \(-w^2W\),
\[
\begin{aligned}
N_{\rm ECT}={}&t\,[(z_R+\varepsilon_R)(z_L+\varepsilon_L)-\Delta_L\Delta_R-w^2]\\
&+\kappa\,[\Delta_L(z_R+\varepsilon_R)+\Delta_R(z_L+\varepsilon_L)],\\
N_{\rm CAR}={}&\kappa\,[(z_R-\varepsilon_R)(z_L+\varepsilon_L)+\Delta_L\Delta_R-w^2]\\
&+t\,[\Delta_R(z_L+\varepsilon_L)-\Delta_L(z_R-\varepsilon_R)],
\end{aligned}
\]
\[
T_{\rm ECT}=\gamma_L\gamma_R\frac{|N_{\rm ECT}|^2}{|D|^2},\qquad
T_{\rm CAR}=\gamma_L\gamma_R\frac{|N_{\rm CAR}|^2}{|D|^2}.
\]
Both \(t\) and \(\kappa\) appear in each amplitude: a particle can cross by one coupling and be converted by local pairing. The processes are therefore defined by what enters and leaves.

If local pairing is absent, \(P_j=(z_j-\varepsilon_j)(z_j+\varepsilon_j)\), and to leading order in \(w\)
\[
T_{\rm ECT}\approx\frac{\gamma_L\gamma_Rt^2}{|z_L-\varepsilon_L|^2|z_R-\varepsilon_R|^2},\qquad
T_{\rm CAR}\approx\frac{\gamma_L\gamma_R\kappa^2}{|z_L-\varepsilon_L|^2|z_R+\varepsilon_R|^2}.
\]
This limit is formal, since in the present model \(w<\sqrt{\Delta_L\Delta_R}\) and local pairing cannot be removed while \(W\) is kept. At resonance the expansion also needs \(w\ll\gamma/2\), which the worked example does not meet: there the two formulas would give 1.08 and 1.91. Within its range, the levels act as energy filters: cotunnelling is resonant at \(E=\varepsilon_L=\varepsilon_R\), crossed Andreev reflection at \(E=\varepsilon_L=-\varepsilon_R\).

### Counting charge

Let \(J_R\) be the net number of electrons leaving lead R per unit time. Spin-up electrons and spin-down holes, taken over the whole energy axis, count both spins once. An outgoing electron returns one electron to the lead; an outgoing hole removes one. With \(T_{\alpha\beta}\) the probability from type \(\beta\) in L to type \(\alpha\) in R, the part of \(J_R\) that depends on lead L is
\[
J_R^{(L)}=-\frac1h\int dE\sum_{\beta=e,h}(T_{e\beta}-T_{h\beta})\,f_{L\beta}.
\]
For \(\mu_L=-eV_L\), the occupations are \(f_{Le}=f(E-\mu_L)\) and \(f_{Lh}=1-f(-E-\mu_L)=f(E+\mu_L)\). At zero temperature their derivatives with respect to \(\mu_L\) are \(\delta(E-\mu_L)\) and \(-\delta(E+\mu_L)\), so
\[
\frac{dJ_R}{d\mu_L}=\frac1h\big[T_{he}(\mu_L)-T_{ee}(\mu_L)+T_{eh}(-\mu_L)-T_{hh}(-\mu_L)\big].
\]
\(H\) is real and \(\tau_yH\tau_y=-H\), hence \(G(-E)=-\tau_yG(E)^*\tau_y\). Since \(\tau_y\) exchanges e and h, \(T_{hh}(-E)=T_{ee}(E)\) and \(T_{eh}(-E)=T_{he}(E)\). The hole terms thus double the electron terms. With \(I_R=-eJ_R\) and \(d\mu_L=-e\,dV_L\), the two minus signs cancel:
\[
\boxed{G_{RL}=\frac{2e^2}{h}\big[T_{\rm CAR}(E)-T_{\rm ECT}(E)\big],\qquad E=-eV_L .}
\]
Counting \(I_R\) in the other direction reverses both signs but not their opposition.

At lead L the same count gives \(1-R_e+R_A\), where \(R_e\) and \(R_A\) are the probabilities of return as an electron and as a hole. Unitarity, \(R_e+R_A+T_{\rm ECT}+T_{\rm CAR}=1\), turns this into
\[
G_{LL}=\frac{2e^2}{h}(2R_A+T_{\rm ECT}+T_{\rm CAR}).
\]
The sum \(G_{LL}+G_{RL}=(2e^2/h)(2R_A+2T_{\rm CAR})\) is the differential current into S. Cotunnelling drops out because it brings no charge to S.

### Numbers

The parameters give \(r/\xi_S=0.085\), \(\Delta_j=10\) µeV, \(\kappa=0.8628\) µeV and \(t=0.6505\) µeV. The last digit reflects the linearized band; a quadratic band gives 0.8626 and 0.6509 µeV. An isolated level resonates at \(E_0=\sqrt{20^2+10^2}=22.361\) µeV, reached at \(V_L=-22.361\) µV.

For \(\varepsilon_R=-20\) µeV, \(z_R-\varepsilon_R=z_L+\varepsilon_L=42.361+1.25i\) µeV, and the \(t\) term of \(N_{\rm CAR}\) cancels. With \(w^2=1.168\) µeV²,
\[
N_{\rm CAR}=0.8628\,[(42.361+1.25i)^2+100-1.168]\approx1632.2+91.4i\ \text{µeV}^3 .
\]
With \(D=-4606.56-305.25i\) µeV⁴,
\[
T_{\rm CAR}=2.5^2\,\frac{1632.2^2+91.4^2}{4606.56^2+305.25^2}\approx0.784 .
\]
Likewise \(N_{\rm ECT}=384+58i\) µeV³ gives \(T_{\rm ECT}=0.044\). Therefore
\[
G_{RL}=2(0.784-0.044)\,\frac{e^2}{h}\approx+1.48\,\frac{e^2}{h}\approx57\ \text{µS}.
\]
For \(\varepsilon_R=+20\) µeV, \(T_{\rm ECT}=0.841\) and \(T_{\rm CAR}=0.047\), so \(G_{RL}\approx-1.59\,e^2/h\approx-62\) µS.

## Comparison

The estimate gave the right order and the right favoured process, but its value of 1 exceeds 0.784 and 0.841. The exact formula shows why. For small \(\gamma\) and \(w\) at \(E=E_0\), \(\bar A_j\approx E_0+B_j=2E_0|j\rangle\langle j|\), where
\[
|j\rangle=\Big(\sqrt{\tfrac12(1+\varepsilon_j/E_0)},\ \sqrt{\tfrac12(1-\varepsilon_j/E_0)}\Big).
\]
Let \(\lambda=\langle R|W|L\rangle\). The numerator of \(G_{RL}\) is then \(4E_0^2\lambda|R\rangle\langle L|\). In \(D\), \(P_LP_R\approx(iE_0\gamma)^2\). The terms of order \(w^2\) are \(-\mathrm{tr}[W(E_0+B_L)W(E_0+B_R)]=-4E_0^2\lambda^2\), by the trace computed above. Thus
\[
G_{RL}\approx-\frac{\lambda\,|R\rangle\langle L|}{\gamma^2/4+\lambda^2},
\]
where \(G_{RL}\) is the Green-function block. This is the scaling formula with electron and hole weights attached.

For \(\varepsilon_R=-\varepsilon_L\), \(|R\rangle\) is \(|L\rangle\) with its components exchanged, and \(\lambda=\kappa=0.863\) µeV. For \(\varepsilon_R=\varepsilon_L=\varepsilon\), \(\lambda=(t\varepsilon+\kappa\Delta_j)/E_0=0.968\) µeV. Both lie below the guessed 1.2 µeV. In the first case the resonance factor is 0.874, and the two majority weights of 0.947 reduce it to 0.784; in the second, 0.937 becomes 0.841. These agree with the exact values to three digits.

The same limit gives
\[
\frac{T_{\rm CAR}}{T_{\rm ECT}}\approx\frac{E_0-\varepsilon_R}{E_0+\varepsilon_R},
\]
which is 17.9 for \(\varepsilon_R=-20\) µeV and 0.056, close to the guessed 1/16, for \(+20\) µeV. The ratio does not contain \(\kappa/t\), as long as \(\lambda\) is large enough for the resonant term to dominate. For \(\varepsilon_R=-\varepsilon_L\), where \(\lambda=\kappa\), this fails at small \(\kappa\), and \(T_{\rm CAR}\) vanishes at \(\kappa=0\). With \(\kappa\) set to zero at \(\varepsilon_R=+20\) µeV, the exact formula still gives \(T_{\rm CAR}=0.029\) beside \(T_{\rm ECT}=0.525\): the electron crosses by \(t\), and local pairing supplies the conversion. A negative \(G_{RL}\) therefore does not exclude crossed Andreev reflection. Nor does a zero: at \(\varepsilon_R=-1.16\) µeV and the same \(E\), both probabilities equal 0.014 and \(G_{RL}\) vanishes.

The signs were also tested without scattering theory, by following in time, for the levels coupled to finite leads, the change that \(\mu_L\) makes in the initial occupations. At \(\mu_L=45\) µeV and a thermal energy of 1 µeV, lead R loses 1.043 electrons per ns for \(\varepsilon_R=-20\) µeV and gains 1.214 per ns for \(+20\) µeV. The energy-integrated scattering formula gives 1.036 and 1.206.

Keeping the energy dependence of the self-energy at \(\Delta=1000\) µeV, with \(E=E_0\) unchanged, lowers the larger probabilities to 0.767 and 0.821, about 2% below their large-gap values. Two effects share this drop. The resonance moves down, to about \(E_0/(1+\Gamma_j/2\Delta)\approx22.14\) µeV; this accounts for about two thirds of the drop at \(\varepsilon_R=-20\) µeV and a little over half at \(+20\) µeV. The rest comes from the term \(-\kappa E/\Delta\), times the unit matrix, in the nonlocal self-energy, which lowers \(\lambda\). At \(E=22.14\) µeV the probabilities are 0.778 and 0.832. The second decimals of the conductances thus belong to the large-gap model. The size of the probabilities belongs to the choice \(k_Fr=8.5\) and to point contacts on a clean three-dimensional superconductor. In aluminium this \(k_Fr\) means \(r\approx0.5\) nm. At \(r=100\) nm, \(k_Fr\approx1750\) and \(w<0.006\) µeV, and with the same \(\Gamma_j\) and \(\gamma\) the formula gives \(T_{\rm CAR}<10^{-4}\) for \(\varepsilon_R=-20\) µeV. For a disordered or lower-dimensional superconductor, \(t\) and \(\kappa\) must be found anew; the scattering and conductance formulas in terms of them remain. Strong Coulomb repulsion on the levels would be a larger change: it suppresses local pairing and correlates the two spins, and the quadratic Hamiltonian used here no longer applies. The numerical output follows.

## Table of computed values

```
gap 1000 ueV, Fermi energy 50 meV, k_F r 8.5
Gamma_L = Gamma_R 20.0 ueV, gamma_L = gamma_R 2.5 ueV
r/xi 0.0850, local pairing 10.00 ueV
kappa 0.8628 ueV, t 0.6505 ueV
resonance energy E0 22.3607 ueV, V_L -22.3607 uV
2e^2/h 77.4809 uS
mirrored: eps_L 20.0, eps_R -20.0 ueV
  N_ECT 384.101+57.937j ueV^3, N_CAR 1632.246+91.377j ueV^3
  D -4606.56-305.25j ueV^4
  T_ECT 0.04425, T_CAR 0.78371, R_A 0.09199
  G_RL 1.47892 e^2/h = 57.294 uS
  G_LL 2.02389 e^2/h
  current into S / V_L 3.50281 e^2/h (differential)
  effective coupling 0.8628 ueV
  one-resonance estimate T_ECT 0.04371, T_CAR 0.78442
  finite gap, same E: T_ECT 0.04470, T_CAR 0.76696
aligned: eps_L 20.0, eps_R 20.0 ueV
  N_ECT 1831.525+90.464j ueV^3, N_CAR 430.428+48.235j ueV^3
  D -4990.56-305.25j ueV^4
  T_ECT 0.84070, T_CAR 0.04690, R_A 0.07815
  G_RL -1.58761 e^2/h = -61.505 uS
  G_LL 2.08782 e^2/h
  current into S / V_L 0.50022 e^2/h (differential)
  effective coupling 0.9677 ueV
  one-resonance estimate T_ECT 0.84092, T_CAR 0.04686
  finite gap, same E: T_ECT 0.82122, T_CAR 0.04688
weak-coupling T_CAR/T_ECT: mirrored 17.9443, aligned 0.05573
G_RL = 0 at eps_R -1.1569 ueV, T_ECT = T_CAR = 0.01392
aligned, kappa = 0: T_ECT 0.52543, T_CAR 0.02924
time evolution: mu_L 45 ueV, kT 1 ueV, 360 levels per lead and spin
  mirrored: electrons leaving lead R 1.0433 /ns, scattering 1.0361 /ns
  mirrored: electrons leaving lead L 1.8075 /ns, scattering 1.7952 /ns
  aligned: electrons leaving lead R -1.2139 /ns, scattering -1.2055 /ns
  aligned: electrons leaving lead L 1.9713 /ns, scattering 1.9578 /ns
```
